**Parity zeros of d–f hybridisation: plane-wave test and cubic model**

For d and f orbitals on a site that is an inversion centre, the hybridisation V(k) is odd in k and vanishes at every momentum K with 2K equal to a reciprocal lattice vector. The program computes V(k) from its definition for five d and seven f Gaussian orbitals in a periodic model potential with spin-orbit coupling. It asserts the oddness, the periodicity and the eight zeros, and compares hoppings obtained from V(k) with real-space quadrature. The zeros remain at rounding level when time reversal is broken but inversion is kept. Nonzero values appear when inversion is broken, when inversion swaps two sublattices, and at the momenta with kx = π/a when the f orbitals are shifted by half a lattice constant along x. The second part treats a cubic model in the rough regime of SmB6, with lattice constant a = 0.41 nm and hybridisation parameter V0 = 25 meV. The output shows a slope of |V| at X of 20.5 meV nm and an indirect gap of 12.3 meV. It also lists how further hopping shells and a second f doublet change the gap, the d–f mixing caused by an electric field, and the thermal energy at 4 K and 300 K.

## Verification by program

```python
"""Result under test: if d (even) and f (odd) orbitals share a site that is an
inversion centre, their Bloch hybridisation V(k) = sum_R exp(ik.R) <d_0|h|f_R>
is odd in k and vanishes at every k with 2k = reciprocal lattice vector (TRIM).

Part 1 takes V(k) from its definition: Gaussian d and f orbitals in a periodic
potential, expanded in plane waves (Hartree atomic units, V converted to eV).
V is stored as Pauli components: V = v[0]*1 + v[1]*sx + v[2]*sy + v[3]*sz.
Part 2 is a simple-cubic model in the rough regime of SmB6 (energies in meV).
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

hartree_eV = sc.physical_constants['Hartree energy in eV'][0]
bohr_nm = sc.physical_constants['Bohr radius'][0] * 1e9
a_nm = 0.41                       # lattice constant, rough SmB6 size
a = a_nm / bohr_nm                # in bohr
b = 2 * np.pi / a                 # reciprocal lattice constant
alpha = {2: 4 / a**2, 3: 8 / a**2}  # Gaussian exponents of d and f
pauli = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)


def solid_harmonics(l, r):
    """Real harmonic polynomials: five for l=2, seven for l=3."""
    x, y, z = r
    r2 = x * x + y * y + z * z
    if l == 2:
        return np.array([x*y, y*z, z*x, x*x - y*y, 3*z*z - r2])
    return np.array([x*(5*x*x - 3*r2), y*(5*y*y - 3*r2), z*(5*z*z - 3*r2),
                     x*(y*y - z*z), y*(z*z - x*x), z*(x*x - y*y), x*y*z])


# real-space quadrature grid and orbital normalisation
step = 0.1 * a
axis = np.arange(-25, 26) * step
r_grid = np.array(np.meshgrid(axis, axis, axis, indexing='ij')).reshape(3, -1)


def raw_orbital(l, r):
    return solid_harmonics(l, r) * np.exp(-alpha[l] * (r**2).sum(axis=0))


norm = {l: 1 / np.sqrt((raw_orbital(l, r_grid)**2).sum(axis=1) * step**3)
        for l in (2, 3)}

# plane waves
n_pw = np.arange(-5, 6)
G = b * np.array(np.meshgrid(n_pw, n_pw, n_pw, indexing='ij'), dtype=float)


def orbital_waves(l, q, site):
    """Fourier transform of the normalised orbitals centred at site."""
    q2 = (q**2).sum(axis=0)
    radial = (np.pi / alpha[l])**1.5 * (-0.5j / alpha[l])**l
    phase = np.exp(-1j * np.tensordot(site, q, axes=1))
    return (norm[l][:, None, None, None] * solid_harmonics(l, q)
            * radial * np.exp(-q2 / (4 * alpha[l])) * phase)


# potential U(r) = sum_K U_K exp(iK.r), even about the origin
even_potential = {}
for K in itertools.product((-1, 0, 1), repeat=3):
    length2 = sum(m * m for m in K)
    if length2 in (1, 2):
        even_potential[K] = -0.10 if length2 == 1 else -0.05
# the same with an added odd part 2w*sum_i sin(b x_i)
polar_potential = dict(even_potential)
for i in range(3):
    for sign in (1, -1):
        K = tuple(sign if j == i else 0 for j in range(3))
        polar_potential[K] = polar_potential[K] - 1j * sign * 0.02

origin = np.zeros(3)


def hybridisation(k, potential=even_potential, d_site=origin, f_site=origin,
                  soc=0.5, vector=0.0):
    """Pauli components (4,5,7) of V(k) in eV, for
    h = p^2/2 + U + soc*sigma.(grad U x p) + 2*vector*sin(b x)*p_z."""
    q = np.asarray(k, dtype=float)[:, None, None, None] + G
    d = orbital_waves(2, q, d_site)
    f = orbital_waves(3, q, f_site)
    hf = np.zeros((4,) + f.shape, dtype=complex)
    hf[0] = 0.5 * (q**2).sum(axis=0) * f
    for K, u in potential.items():
        hf[0] += u * np.roll(f, K, axis=(-3, -2, -1))
        if soc:
            k_cross_q = np.cross(b * np.array(K, dtype=float), q,
                                 axisb=0, axisc=0)
            hf[1:] += 1j * soc * u * np.roll(k_cross_q[:, None] * f[None], K,
                                             axis=(-3, -2, -1))
    if vector:
        for sign in (1, -1):
            hf[0] += -1j * sign * vector * np.roll(q[2] * f, sign, axis=-3)
    return np.einsum('dxyz,sfxyz->sdf', d.conj(), hf) / a**3 * hartree_eV


def size(v):
    return np.abs(v).max()


trims = [b * np.array(t) for t in itertools.product((0, 0.5), repeat=3)]
k_gen = b * np.array([0.17, 0.29, 0.38])
tiny, clear = 1e-8, 1e-3          # eV: rounding level, and clearly nonzero

# oddness, periodicity, zeros
V_gen = hybridisation(k_gen)
odd_error = size(hybridisation(-k_gen) + V_gen)
period_error = size(hybridisation(k_gen + b * np.array([1, 0, 0])) - V_gen)
trim_max = max(size(hybridisation(k)) for k in trims)
assert size(V_gen) > clear and size(V_gen[1:]) > clear
assert odd_error < tiny and period_error < tiny and trim_max < tiny
q_small = b * np.array([0.03, 0.02, 0.05])
for k in trims:
    assert size(hybridisation(k + q_small) + hybridisation(k - q_small)) < tiny
    assert size(hybridisation(k + q_small)) > clear

# real-space hoppings by quadrature against the Fourier inverse of V(k)
U_real = sum(u * np.exp(1j * b * np.tensordot(np.array(K), r_grid, axes=1))
             for K, u in even_potential.items()).real
d_real = norm[2][:, None] * raw_orbital(2, r_grid)


def hopping_quadrature(R):
    r = r_grid - a * np.array(R, dtype=float)[:, None]
    f = norm[3][:, None] * raw_orbital(3, r)
    laplace = 4 * alpha[3]**2 * (r**2).sum(axis=0) - 2 * alpha[3] * 9
    return d_real @ ((-0.5 * laplace + U_real) * f).T * step**3 * hartree_eV


mesh = [b * np.array(m) / 5 for m in itertools.product(range(5), repeat=3)]
V_mesh = [hybridisation(k, soc=0)[0] for k in mesh]
hopping_error = 0.0
for R in [(0, 0, 0), (0, 0, 1), (0, 0, -1), (1, 1, 0)]:
    from_V = sum(V * np.exp(-1j * a * np.dot(k, R))
                 for k, V in zip(mesh, V_mesh)) / len(mesh)
    hopping_error = max(hopping_error, size(from_V - hopping_quadrature(R)))
t_plus, t_minus = hopping_quadrature((0, 0, 1)), hopping_quadrature((0, 0, -1))
t_zero = size(hopping_quadrature((0, 0, 0)))
assert hopping_error < 1e-6       # limited by the finite quadrature box
assert size(t_plus + t_minus) < tiny and t_zero < tiny and size(t_plus) > clear

# time reversal: scalar part imaginary, spin part real; not needed for zeros
assert size(V_gen[0].real) < tiny and size(V_gen[1:].imag) < tiny
V_magnetic = hybridisation(k_gen, vector=0.05)
magnetic_real = size(V_magnetic[0].real)
magnetic_trim = max(size(hybridisation(k, vector=0.05)) for k in trims)
assert magnetic_real > clear and magnetic_trim < tiny
assert size(hybridisation(-k_gen, vector=0.05) + V_magnetic) < tiny

# closed-form doublet energies against diagonalisation, for every d-f pair
e_d, e_f = 0.3, -0.1
for i, j in itertools.product(range(5), range(7)):
    block = np.tensordot(V_gen[:, i, j], pauli, axes=1)
    H = np.block([[e_d * np.eye(2), block], [block.conj().T, e_f * np.eye(2)]])
    root = np.sqrt(((e_d - e_f) / 2)**2 + (np.abs(V_gen[:, i, j])**2).sum())
    mean = (e_d + e_f) / 2
    assert np.allclose(np.linalg.eigvalsh(H),
                       [mean - root] * 2 + [mean + root] * 2, atol=1e-7)

# cases in which an assumption fails
polar_trim = max(size(hybridisation(k, polar_potential)) for k in trims)
assert polar_trim > clear
site_A = a * np.array([0.13, 0.07, 0.20])     # inversion maps A to B = -A
V_AA = hybridisation(k_gen, d_site=site_A, f_site=site_A)
V_BB = hybridisation(-k_gen, d_site=-site_A, f_site=-site_A)
swapped_trim = max(size(hybridisation(k, d_site=site_A, f_site=site_A))
                   for k in trims)
assert size(V_AA + V_BB) < tiny and swapped_trim > clear
half = a * np.array([0.5, 0, 0])              # f on another sublattice
V_AB = hybridisation(k_gen, f_site=half)
assert size(hybridisation(-k_gen, f_site=half)
            + np.exp(2j * np.dot(k_gen, half)) * V_AB) < tiny
inter_zero = max(size(hybridisation(k, f_site=half)) for k in trims if k[0] == 0)
inter_live = min(size(hybridisation(k, f_site=half)) for k in trims if k[0] > 0)
assert inter_zero < tiny and inter_live > clear

# ---------- Part 2: cubic model, energies in meV, theta = k*a ----------
d_centre, t1, t2 = 800.0, 400.0, -300.0
f_ratio, V0 = 0.01, 25.0


def band_d(c):
    return (d_centre - 2 * t1 * (c[0] + c[1] + c[2])
            - 4 * t2 * (c[0]*c[1] + c[1]*c[2] + c[2]*c[0]))


def band_f(c):
    return -f_ratio * (band_d(c) - d_centre)


def model_H(theta, onsite_mixing=0.0):
    c = np.cos(theta)
    V = (np.tensordot(2 * V0 * np.sin(theta), pauli[1:], axes=1)
         + onsite_mixing * np.eye(2))
    return np.block([[band_d(c) * np.eye(2), V],
                     [V.conj().T, band_f(c) * np.eye(2)]])


def hyb_size(theta):
    return np.linalg.norm(model_H(np.array(theta, dtype=float))[:2, 2:], 2)


def lower_d_weight(theta, onsite_mixing=0.0):
    vectors = np.linalg.eigh(model_H(np.array(theta), onsite_mixing))[1]
    return (np.abs(vectors[:2, :2])**2).sum() / 2


def octant(n, further=0.0):
    th = np.linspace(0, np.pi, n)
    th = np.array(np.meshgrid(th, th, th, indexing='ij')).reshape(3, -1)
    c, s = np.cos(th), np.sin(th)
    v = 2 * V0 * s * (1 + 2 * further * (c.sum(axis=0) - c))
    return band_d(c), band_f(c), np.sqrt((v**2).sum(axis=0))


def indirect_gap(n, further=0.0):
    ed, ef, v = octant(n, further)
    root = np.sqrt(((ed - ef) / 2)**2 + v**2)
    return ((ed + ef) / 2 + root).min() - ((ed + ef) / 2 - root).max()


pi = np.pi
points = {'Gamma': (0, 0, 0), 'X': (pi, 0, 0), 'M': (pi, pi, 0), 'R': (pi,)*3}
inverted = [name for name, th in points.items()
            if band_d(np.cos(th)) < band_f(np.cos(th))]
assert inverted == ['X']
ed61, ef61, v61 = octant(61)
assert abs(ed61.min() - band_d(np.cos(points['X']))) < 1e-9
for th in points.values():
    assert hyb_size(th) < 1e-10
assert abs(lower_d_weight(points['X']) - 1) < 1e-12

delta = 1e-4
slope = hyb_size((pi, delta, 0)) / (delta / a_nm)
assert abs(slope - 2 * V0 * a_nm) < 1e-5
cross = brentq(lambda y: band_d(np.cos([pi, y, 0])) - band_f(np.cos([pi, y, 0])),
               0.1, pi)
levels = np.linalg.eigvalsh(model_H(np.array([pi, cross, 0])))
splitting = levels[2] - levels[1]
assert abs(splitting - 2 * hyb_size((pi, cross, 0))) < 1e-8

gap_coarse, gap = indirect_gap(61), indirect_gap(121)
assert gap > 0 and abs(gap - gap_coarse) < 0.1 * gap
gap_further = indirect_gap(121, further=0.1)
f_split = 15.0
H3 = np.zeros((ed61.size, 3, 3))
H3[:, 0, 0], H3[:, 1, 1], H3[:, 2, 2] = ed61, ef61, ef61 - f_split
for j in (1, 2):
    H3[:, 0, j] = H3[:, j, 0] = v61
three = np.linalg.eigvalsh(H3)
gap_second_f = three[:, 2].min() - three[:, 1].max()

field_MV_cm, dipole_nm = 0.1, 0.03
mixing = field_MV_cm * 1e8 * dipole_nm * 1e-9 * 1e3     # meV
f_admixture = 1 - lower_d_weight(points['X'], mixing)
estimate = (mixing / (band_f(np.cos(points['X']))
                      - band_d(np.cos(points['X']))))**2
assert abs(f_admixture - estimate) < 1e-3 * estimate
kT = {T: sc.k * T / sc.e * 1e3 for T in (4, 300)}

print('PLANE-WAVE TEST, 5 d x 7 f orbitals, largest elements in eV')
print(f'generic k/(2pi/a) = {np.round(k_gen / b, 2)}')
print(f'|V| at generic k: {size(V_gen):.4f} eV')
print(f'spin-dependent part of V there: {size(V_gen[1:]):.4f} eV')
print(f'|V(k)+V(-k)|: {odd_error:.1e} eV')
print(f'|V(k+G)-V(k)|: {period_error:.1e} eV')
print(f'largest |V| over the 8 TRIM: {trim_max:.1e} eV')
print(f'hopping |t(R)|, R = a z: {size(t_plus):.4f} eV')
print(f'|t(R)+t(-R)|: {size(t_plus + t_minus):.1e} eV')
print(f'on-site |t(0)|: {t_zero:.1e} eV')
print(f'quadrature vs plane-wave hoppings: {hopping_error:.1e} eV')
print(f'time reversal broken: real scalar part {magnetic_real:.4f} eV')
print(f'time reversal broken: |V| at TRIM {magnetic_trim:.1e} eV')
print(f'inversion broken: largest |V| at TRIM {polar_trim:.4f} eV')
print(f'sublattices swapped: largest |V_AA| at TRIM {swapped_trim:.4f} eV')
print(f'f shifted by a/2: |V| at TRIM with kx=0 {inter_zero:.1e} eV')
print(f'f shifted by a/2: smallest |V|, kx=pi/a {inter_live:.4f} eV')
print('CUBIC MODEL')
print(f'a = {a_nm} nm, V0 = {V0} meV')
print(f'd centre {d_centre} meV, t1 = {t1} meV, t2 = {t2} meV')
print(f'f dispersion / d dispersion = {-f_ratio}')
for name, th in points.items():
    c = np.cos(th)
    print(f'{name}: d {band_d(c):.1f} meV, f {band_f(c):.1f} meV, '
          f'|V| {hyb_size(th):.1e} meV')
print(f'd band width on mesh: {ed61.max() - ed61.min():.0f} meV')
print(f'f band width on mesh: {ef61.max() - ef61.min():.0f} meV')
print(f'slope of |V| at X: {slope:.2f} meV nm')
for part in (0.0, 0.1, 0.5, 0.7, 1.0):
    th = (pi, part * pi, 0)
    print(f'X to M, fraction {part:.1f}: |V| {hyb_size(th):.2f} meV, '
          f'lower-band d weight {lower_d_weight(th):.5f}')
print(f'd-f crossing from X towards M: {cross / a_nm:.3f} 1/nm '
      f'(fraction {cross / pi:.3f})')
print(f'splitting at that crossing: {splitting:.2f} meV')
print(f'indirect gap, 121^3 octant mesh: {gap:.2f} meV')
print(f'gap shift from 61^3 to 121^3: {gap - gap_coarse:.3f} meV')
print('NEGLECTED EFFECTS')
print(f'gap with 10% further-shell hybridisation: {gap_further:.2f} meV')
print(f'gap with second f doublet {f_split} meV lower: {gap_second_f:.2f} meV')
print(f'field {field_MV_cm} MV/cm, d-f dipole length {dipole_nm} nm')
print(f'on-site d-f mixing by field: {mixing:.3f} meV')
print(f'f weight it adds to lower band at X: {f_admixture:.2e}')
print(f'kT at 4 K: {kT[4]:.3f} meV; at 300 K: {kT[300]:.2f} meV')
print('all good')
```

Running it gives:

```
PLANE-WAVE TEST, 5 d x 7 f orbitals, largest elements in eV
generic k/(2pi/a) = [0.17 0.29 0.38]
|V| at generic k: 5.7336 eV
spin-dependent part of V there: 0.3398 eV
|V(k)+V(-k)|: 5.3e-15 eV
|V(k+G)-V(k)|: 0.0e+00 eV
largest |V| over the 8 TRIM: 1.6e-15 eV
hopping |t(R)|, R = a z: 2.1851 eV
|t(R)+t(-R)|: 1.8e-15 eV
on-site |t(0)|: 3.5e-15 eV
quadrature vs plane-wave hoppings: 1.7e-13 eV
time reversal broken: real scalar part 0.4448 eV
time reversal broken: |V| at TRIM 1.6e-15 eV
inversion broken: largest |V| at TRIM 1.6012 eV
sublattices swapped: largest |V_AA| at TRIM 4.9259 eV
f shifted by a/2: |V| at TRIM with kx=0 1.7e-15 eV
f shifted by a/2: smallest |V|, kx=pi/a 11.1713 eV
CUBIC MODEL
a = 0.41 nm, V0 = 25.0 meV
d centre 800.0 meV, t1 = 400.0 meV, t2 = -300.0 meV
f dispersion / d dispersion = -0.01
Gamma: d 2000.0 meV, f -12.0 meV, |V| 0.0e+00 meV
X: d -1200.0 meV, f 20.0 meV, |V| 6.1e-15 meV
M: d 400.0 meV, f 4.0 meV, |V| 8.7e-15 meV
R: d 6800.0 meV, f -60.0 meV, |V| 1.1e-14 meV
d band width on mesh: 8000 meV
f band width on mesh: 80 meV
slope of |V| at X: 20.50 meV nm
X to M, fraction 0.0: |V| 0.00 meV, lower-band d weight 1.00000
X to M, fraction 0.1: |V| 15.45 meV, lower-band d weight 0.99983
X to M, fraction 0.5: |V| 50.00 meV, lower-band d weight 0.98589
X to M, fraction 0.7: |V| 40.45 meV, lower-band d weight 0.19301
X to M, fraction 1.0: |V| 0.00 meV, lower-band d weight 0.00000
d-f crossing from X towards M: 5.136 1/nm (fraction 0.670)
splitting at that crossing: 86.02 meV
indirect gap, 121^3 octant mesh: 12.31 meV
gap shift from 61^3 to 121^3: -0.008 meV
NEGLECTED EFFECTS
gap with 10% further-shell hybridisation: 13.69 meV
gap with second f doublet 15.0 meV lower: 11.87 meV
field 0.1 MV/cm, d-f dipole length 0.03 nm
on-site d-f mixing by field: 0.300 meV
f weight it adds to lower band at X: 6.05e-08
kT at 4 K: 0.345 meV; at 300 K: 25.85 meV
all good
```
